Comment on counting charge with the time-integrated current operator

**The argument under review**

The argument concerns one electron that arrives from the left at an elastic, single-channel scatterer with transmission T and reflection R = 1 − T. A counter sits in the right lead. The author reasons as follows. The charge passed is the time integral of the current,

Q = ∫ I(t) dt.

Since Q is Hermitian, its eigenvalues are the possible counts, and ⟨exp(iλQ)⟩ generates their statistics. The author finds the counts +e√T and −e√T, and concludes that a partly transparent barrier transfers fractions of an electron, sometimes backwards.

The spectrum is computed correctly. The step that needs examination is the identification of exp(iλQ) with the action of a counter.

I use ħ = 1, give charge in units of e, and count an electron moving right as +1. There are no interactions. The packet is narrow in energy and is clear of the counter at the start and at the end.

**The spectrum of Q**

Let P project on the region to the right of the counter, and let U(t) be the evolution under the Hamiltonian H without the counter. The current into that region is I = i[H,P], because

d/dt [U†(t) P U(t)] = U†(t) i[H,P] U(t) = I(t).

Integrating from the start to the end, with U the complete evolution, gives

Q = A − P, A = U†PU.

Here A is the later occupation of the region and P the earlier one.

For a given energy there are two incoming states: |L⟩, from the left, and |R⟩, from the right. The amplitude to end in the right lead is t from |L⟩ and r′ from |R⟩, with |t|² = T and |r′|² = R by unitarity. The matrix elements of A are products of these amplitudes, the first one conjugated:

A = [[T, t\*r′], [r′\*t, R]].

Of the two states, |R⟩ starts beyond the counter, so P = [[0, 0], [0, 1]]. With R − 1 = −T,

Q = [[T, t\*r′], [r′\*t, −T]].

In Q² both diagonal elements are T² + TR = T, and the off-diagonal ones cancel, for example T t\*r′ − t\*r′ T = 0. Hence Q² = T. As the trace of Q is zero, the eigenvalues are +√T and −√T.

For the input |L⟩ the mean is ⟨Q⟩ = T. The probabilities therefore obey p₊ + p₋ = 1 and √T (p₊ − p₋) = T, so that

p± = (1 ± √T)/2.

Because Q² = T, the exponential series separates into even and odd powers:

exp(iλQ) = cos(λ√T) + i (Q/√T) sin(λ√T),

⟨exp(iλQ)⟩ = cos(λ√T) + i√T sin(λ√T).

Up to this point I agree with the author.

**What a counter does**

A counter is a second system, coupled to the current while the electron passes. Let its coupling be −θI, where θ is a pointer variable that is conserved during the measurement. The pointer reading q is conjugate to θ. For each value of θ the electron evolves under H − θI, and its evolution operator is

U_θ = U 𝒯exp(iθ ∫ I(t) dt),

where 𝒯 puts later currents to the left. The current operators at different times do not commute in general, so 𝒯 cannot simply be dropped.

The ordered exponential can be evaluated by a change of phase beyond the counter:

exp(iθP) H exp(−iθP) = H + iθ[P,H] + … = H − θI + …

The omitted terms contain the double commutator [P,[P,H]] and higher ones. If the lead has a linear dispersion near the packet energy, H there is ±v times the momentum. Its commutator with a function of position is again a function of position, so the double commutator vanishes and the series stops. The scatterer itself may be arbitrary, since the counter lies outside it. Because the linear form holds only near the packet energy, the counter must not scatter the electron backwards or to distant energies. Its coupling is therefore spread over many wavelengths, which replaces the sharp step P in the coupling by a smooth one rising from 0 to 1. On a packet clear of the counter the smooth step acts as P, so the same symbol is kept. Then

U_θ = exp(iθP) U exp(−iθP),

and multiplication by U† from the left gives

𝒯exp(iθ ∫ I dt) = U† exp(iθP) U exp(−iθP) = exp(iθA) exp(−iθP).

The author's operator is exp[iθ(A − P)]. The two would coincide if A and P commuted.

For an electron from the left, Pψ = 0, and the last factor acts as 1. The final state is

ψ_θ = (1 − P)Uψ + exp(iθ) PUψ.

The reflected part has norm squared R, and the transmitted part T. If the pointer starts with amplitude φ(θ), the electron state that goes with reading q is

(2π)^(−1/2) ∫ dθ exp(−iθq) φ(θ) ψ_θ = φ̃(q) (1 − P)Uψ + φ̃(q − 1) PUψ,

where φ̃ is the Fourier transform of φ. The two parts are orthogonal, so the density of readings is

p(q) = R |φ̃(q)|² + T |φ̃(q − 1)|².

The pointer shows its own initial profile, centred at 0 with weight R and at 1 with weight T. Without the pointer profile, the generating function is the overlap of two evolutions with opposite couplings:

χ(λ) = ⟨ψ_(−λ/2)|ψ_(λ/2)⟩ = R + T exp(iλ) = 1 + T[exp(iλ) − 1].

It has period 2π, as integer counts require. The author's function does not have this period for 0 < T < 1.

**Where the argument goes wrong**

One may object that the incoming term −P in Q cannot matter, since Pψ = 0. This is true of the ordered product, where P acts first. It is not true of powers of Q, where P also acts after A. Using A² = A and Pψ = 0,

⟨Q²⟩ = ⟨A²⟩ = T,

⟨Q³⟩ = ⟨A(A − P)A⟩ = T − ⟨APA⟩.

The last term is the squared norm of PAψ. Its amplitude is ⟨R|A|L⟩ = r′\*t, so the norm squared is TR and

⟨Q³⟩ = T − TR = T².

A counter has outcomes 0 and 1, for which every moment equals T. The first two moments of Q are therefore right and the third is wrong. Agreement of the mean and the variance with a measurement cannot support the author's reading of Q.

The third cumulant, m₃ − 3m₁m₂ + 2m₁³ in terms of the moments, becomes

from Q: T² − 3T² + 2T³ = −2T²(1 − T),

from the counter: T − 3T² + 2T³ = T(1 − T)(1 − 2T).

For small T the counter gives T, the value for rare independent events, while Q gives −2T². For T = 1 both descriptions give one electron with certainty, because p₋ = 0.

The negative outcome of Q is thus no electron moving backwards. Q is the difference of two noncommuting occupations, and its eigenvalues need not be differences of their eigenvalues, 0 and 1. Its eigenstates are superpositions of |L⟩ and |R⟩. A device that realized exp(iθQ) as a single operation, followed by U, would indeed show ±√T, but it would also change where the electron goes. In the series for exp(iθQ)ψ the sine term contains Qψ = Aψ, and UAψ = PUψ lies entirely in the right lead. Only the cosine term contributes to reflection, whose probability becomes R cos²(θ√T). The counter described above leaves this probability at R, independent of θ, as long as the momentum shift it causes, θ times the slope of the smooth step, stays within the linear range of the dispersion. On a lattice with the coupling spread over N bonds this requires θ much smaller than N; for θ of order N the counter itself reflects.

**A second case: input from both sides**

The author may ask whether one ordered exponential, ⟨exp(iλA) exp(−iλP)⟩, would be a sufficient repair. For input from the left it gives R + T exp(iλ), the correct result. Now take α|L⟩ + β|R⟩ and set z = α\*β t\*r′. Since A is a projector, exp(iλA) = 1 + [exp(iλ) − 1]A. The interference terms of the single ordered exponential are

z[1 − exp(−iλ)] + z\*[exp(iλ) − 1].

The generating function of real probabilities must turn into its complex conjugate when λ changes sign. Here the two sides of that condition differ by (z − z\*)(2 − 2cos λ), so the repair fails when z is not real. Real z does not rescue it in general: the weight at −1 is then |β|²T − z, which is −0.10 for T = 0.1, real positive t and r′, and α = β = 1/√2.

The two-branch form is ⟨exp(−iλP/2) exp(iλA) exp(−iλP/2)⟩. Its interference terms are

2i sin(λ/2) (z + z\*),

which satisfy the condition. They still contain half-integer phases, and so are not yet a distribution of integer counts. In the pointer calculation the two branches have couplings θ − λ/2 and θ + λ/2. This multiplies z by exp(−iθ) and z\* by exp(iθ), to be averaged with the weight φ\*(θ − λ/2)φ(θ + λ/2). For a sharp pointer, φ is broad and smooth in θ, and the average suppresses both terms. The measurement then removes the interference between the two inputs. For an electron from one side there is nothing to remove, and χ does not depend on the pointer.

**A numerical case**

Consider a chain with hopping energy J = 0.1 hartree and one impurity site of energy ε. With an incident wave of unit amplitude, the wave function is exp(ikn) + r exp(−ikn) on the left and t exp(ikn) on the right. Continuity at the impurity gives 1 + r = t. The equation at that site, with energy −2J cos k, becomes

t(2iJ sin k − ε) = 2iJ sin k, hence T = v²/(v² + ε²), v = 2J sin k.

At the band centre v = 0.2 in atomic units (sites per time unit). For ε = 0.26667 hartree,

T = 0.0400/(0.0400 + 0.0711) = 0.36.

The chain represents no particular material, and the energy scale serves only the calculation; the counting formulas contain T alone. The packet has a position spread of 20 sites, and T varies over its energies by 2 × 10⁻⁴ (standard deviation).

Direct time integration of the current and diagonalization of Q give outcomes of +0.600 e and −0.600 e, with probabilities 0.800 and 0.200. The upper one is 9.61 × 10⁻²⁰ C. The mean is 0.6(0.8 − 0.2) = 0.36, as it must be. At T = 0.10 and 0.80 the outcomes are ±0.316 e and ±0.894 e, in agreement with √T. The norm of [A,P]ψ is 0.480, equal to √(0.36 × 0.64).

The counter was treated separately, by evolving the electron with the coupling −θI spread over 60 bonds. The third moment is 0.360 for the counter and 0.130 for Q. The third cumulants are 0.065 and −0.166; here even the sign differs, as the formulas give for every T between 0 and 1/2. At λ = 2π the counter gives χ = 1.000 − 0.002i, and Q gives −0.81 − 0.35i.

The small imaginary part has a known origin. On a lattice, the linear coupling changes the hopping on each bond to −J(1 + iθ/60), whose phase is arctan(θ/60) instead of θ/60. Over 60 bonds the deficit is about θ³/(3 × 60²), or 0.0029 for θ = π. Two branches and the factor T give 2 × 0.0029 × 0.36 = 0.0021, which is the deviation found.

For a pointer with a standard deviation of 0.20 e, the density of readings is 1.28 per e at q = 0 and 0.72 per e at q = 1. Their ratio is 0.64/0.36. At q = 0.6, where Q has its main peak of 1.60 per e, the counter density is 0.11 per e, from the overlapping tails of its two peaks.

Readings below −0.4 e have a summed probability of 0.013 for the counter and 0.166 for Q at the same resolution. These sums use steps of 0.02 e and leave out the half-step next to the limit; including it gives about 0.015 and 0.168. The few counter readings below −0.4 e come from the width of the pointer. The full values are in the numerical output.

**Conditions and recommendation**

If the packet is broad in energy, Q² equals T(E) at each energy, and the outcomes of Q spread over ±√T(E). As long as the dispersion in the lead is linear over the whole packet, the counter still shows 0 or 1, with T replaced by its average over the packet. If the packet overlaps the counter when the coupling starts or ends, Pψ = 0 or the clean separation of the final parts fails, and the simple two-peak result no longer follows. If the electron is scattered inelastically outside the counter, the counter still shows 0 or 1, with T the total transmitted probability, provided that the dispersion in the lead is linear near each outgoing energy. The outcomes of Q must then be calculated anew. Interactions between several electrons require a new calculation of the evolution, though the ordering of the coupling remains part of it.

The author should keep the spectrum of Q as a statement about that operator and withdraw the claim about transferred charge. The counting statistics should be derived from the evolution of the electron together with its counter.

Computed results

```
hopping energy: 0.100 hartree
impurity energy: 0.26667 hartree
chain length: 601 sites; impurity at site 300
packet start: site 130; position spread: 20 sites
packet speed: 0.20 sites per atomic time unit
duration: 1700 atomic time units
sharp counter: between sites 345 and 346
transmission at band centre: 0.3600
transmitted weight of packet: 0.35986
spread of transmission over packet: 2.0e-04
quadrature of current vs occupation difference: 7.4e-09 e
T=0.10: outcomes of Q -0.3161, 0.3161 e; |Q^2 psi - T psi| 9.7e-05
T=0.36: outcomes of Q -0.5999, 0.5999 e; |Q^2 psi - T psi| 2.5e-04
T=0.80: outcomes of Q -0.8944, 0.8944 e; |Q^2 psi - T psi| 1.7e-04
Q, upper outcome: 0.5999 e, probability 0.7999
Q, lower outcome: -0.5999 e, probability 0.2001
upper outcome in coulomb: 9.611e-20 C
norm of commutator [A,P] on packet: 0.4800
moment 1: Q 0.3599, counter 0.3599 e^1
moment 2: Q 0.3599, counter 0.3599 e^2
moment 3: Q 0.1295, counter 0.3599 e^3
moment 4: Q 0.1295, counter 0.3601 e^4
third cumulant: Q -0.1658, counter 0.0646 e^3
chi(pi/2): Q 0.5879+0.4852j, counter 0.6402+0.3598j
chi(pi): Q -0.3087+0.5706j, counter 0.2804+0.0003j
chi(2 pi): Q -0.8095-0.3522j, counter 1.0000-0.0021j
largest error of counter chi formula: 2.1e-03
one-sided ordered average at pi: 0.2806+0.0012j
bonds sharing the counter coupling: 60
pointer resolution (standard deviation): 0.20 e
reading density at -0.6 e: Q 0.399, counter 0.014 per e
reading density at 0.0 e: Q 0.022, counter 1.278 per e
reading density at 0.6 e: Q 1.596, counter 0.113 per e
reading density at 1.0 e: Q 0.216, counter 0.717 per e
largest deviation from two-peak density: 6.9e-03 per e
probability of reading below -0.4 e: Q 0.1658, counter 0.0129
```
